Spin scaling of the non-interacting kinetic energy and its approximate forms

## 1. The exact relation, from one electron to any number

**The result.** Let n↑(r) and n↓(r) be the densities of spin-up and spin-down electrons. The non-interacting kinetic energy T_s obeys the Oliver-Perdew spin-scaling relation

T_s[n↑, n↓] = ½ T_s[2n↑] + ½ T_s[2n↓].

On the left stands a functional of two spin densities. On the right stands a functional of one total density, evaluated twice: once at twice the up density and once at twice the down density. Whoever knows T_s for unpolarized systems therefore knows it for every spin polarization.

**What the symbols mean.** The kinetic operator of one electron is

t = −(ħ²/2m) ∇²,

with m the electron mass. It does not act on spin and is the same for both spins; spin-orbit coupling and magnetic vector potentials are left out. A state of non-interacting electrons enters through its one-particle density matrix Γ. This has orthonormal spin orbitals φ_i(r,σ) and occupations f_i, and the Pauli principle requires 0 ≤ f_i ≤ 1, written in short as 0 ≤ Γ ≤ 1. A single Slater determinant has occupations 0 and 1. Fractional values describe ensembles, and they are allowed here because the proof mixes states. The spin densities and the kinetic energy are

n_σ(r) = Σ_i f_i |φ_i(r,σ)|²,

Tr(tΓ) = (ħ²/2m) Σ_i Σ_σ f_i ∫ |∇φ_i(r,σ)|² d³r.

The second line follows from t by one integration by parts, with orbitals that vanish at infinity. Two minimizations define the two functionals:

T_s[n↑, n↓] = lowest Tr(tΓ) with both spin densities fixed,

T_s[n] = lowest Tr(tΓ) with only the sum n = n↑ + n↓ fixed.

In the second search the electrons may choose their spins. I consider densities for which some Γ of finite kinetic energy exists. If the lowest value is approached but not reached, "lowest" means the greatest lower bound, and the arguments below are unchanged.

**First case: one electron.** Here both functionals can be found by hand, with the help of a lower bound that will be used again. Take any Γ with total density n. Differentiating the density along one Cartesian direction a gives

∂_a n = 2 Re Σ_i Σ_σ f_i φ_i* ∂_a φ_i.

The Cauchy-Schwarz inequality, applied to the sum over i and σ with weights f_i, gives

(∂_a n)² ≤ 4 (Σ_i Σ_σ f_i |φ_i|²) (Σ_i Σ_σ f_i |∂_a φ_i|²).

The first bracket is n. Summing over the three directions, dividing by 4n and multiplying by ħ²/2m turns the last bracket into the kinetic energy density. After integration,

Tr(tΓ) ≥ T_W[n], with T_W[n] = (ħ²/8m) ∫ |∇n|²/n d³r.

T_W is the Weizsaecker functional. The factor 8 is the 2 of ħ²/2m times the 4 of the inequality.

For one up electron choose the real orbital φ = √n. Then ∇φ = ∇n/(2√n), so |∇φ|² = |∇n|²/(4n), and the kinetic energy equals T_W[n]. The bound is reached, so T_s[n, 0] = T_W[n].

Now take the total density 2n, which holds two electrons. The bound says that their kinetic energy is at least

T_W[2n] = (ħ²/8m) ∫ 4|∇n|²/(2n) d³r = 2 T_W[n].

Putting one up and one down electron into the orbital √n reaches this value, so T_s[2n] = 2T_W[n]. The right side of the spin-scaling relation is then ½·2T_W[n] + ½·0 = T_W[n], which equals the left side.

This case does not show why the density has to be doubled. Since T_s[n] = T_W[n] also holds for one electron, the simpler expression T_s[n↑] + T_s[n↓] would have passed the same check. A second electron of the same spin is needed.

**Second case: two up electrons on two sites.** Replace space by two sites and the kinetic operator by the matrix

t = h × [ 2  −1 ; −1  2 ],

where h is an energy. This is the usual finite-difference form of −(ħ²/2m)∇² with h = ħ²/(2ma²) for site spacing a, and with orbitals that vanish just beyond the ends. The symmetric orbital has energy 2h − h = h, and the antisymmetric one has 2h + h = 3h.

Two up electrons must fill both orbitals. The up density is then one electron per site, n↑ = (1, 1), and

T_s[n↑, 0] = h + 3h = 4h.

Compare three quantities built from total densities.

For the total density (1, 1) the spins are free. One up and one down electron both take the symmetric orbital, so T_s[(1,1)] = 2h. No two-electron state lies lower, because h is the lowest level.

For the total density (2, 2) there are four electrons, and every spin orbital is full: T_s[(2,2)] = 2(h + 3h) = 8h.

Hence ½T_s[2n↑] = 4h, which is right, while T_s[n↑] = 2h is too low by a factor of two. Doubling the density forces the unpolarized system to fill as many spatial orbitals as the polarized system does. Halving the energy afterwards removes the second copy.

**General case, step one: the two spins separate.** Write Γ as a matrix of blocks in spin, Γ_↑↑, Γ_↑↓, Γ_↓↑ and Γ_↓↓. The kinetic operator is diagonal in spin and equal for both spins, so

Tr(tΓ) = Tr(tΓ_↑↑) + Tr(tΓ_↓↓).

The spin densities are also read from the diagonal blocks, n_σ(r) = Γ_σσ(r,r). The off-diagonal blocks affect neither the quantity minimized nor the constraints.

The Pauli condition must still be checked, since it concerns the whole of Γ. Take any function f(r) and form the spinor F with upper component f and lower component zero. Then

⟨f|Γ_↑↑|f⟩ = ⟨F|Γ|F⟩,

which lies between 0 and ⟨F|F⟩ = ⟨f|f⟩. So the up block obeys 0 ≤ Γ_↑↑ ≤ 1, and the same holds for the down block. Conversely, any two blocks γ↑ and γ↓ that obey the condition separately can be placed on the diagonal with zeros elsewhere. The occupations of the result are those of γ↑ together with those of γ↓, so the whole is allowed. The two blocks can therefore be varied independently.

This suggests the one-spin functional

G[ρ] = lowest Tr(tγ) with 0 ≤ γ ≤ 1 and γ(r,r) = ρ(r),

where γ has no spin index. Independent minimization of the two terms gives

T_s[n↑, n↓] = G[n↑] + G[n↓].

The same G appears twice because t is the same for both spins. If the two spins had different effective masses, there would be two different functionals, and the relation would fail from here on.

**Step two: G is convex.** Let γ₁ belong to density ρ₁ and γ₂ to ρ₂, and let λ lie between 0 and 1. The mixture γ = λγ₁ + (1−λ)γ₂ has density λρ₁ + (1−λ)ρ₂. For any f, ⟨f|γ|f⟩ is a weighted mean of two numbers between 0 and ⟨f|f⟩, so it lies in the same range and the mixture is allowed. Its kinetic energy is the weighted mean of the two kinetic energies. The minimum for the mixed density cannot lie above this trial value. Taking γ₁ and γ₂ at, or arbitrarily near, their own minima gives

G[λρ₁ + (1−λ)ρ₂] ≤ λG[ρ₁] + (1−λ)G[ρ₂].

This step needs ensembles, because a mixture of two projectors is in general not a projector. They also enter step one, where a spin block of a determinant whose orbitals mix the two spins can have fractional occupations, and step three, where an odd number of electrons is divided into equal halves.

**Step three: the unpolarized functional.** When only n is fixed, any division n = n↑ + n↓ is permitted, so T_s[n] is the lowest value of G[n↑] + G[n↓] over all divisions. Convexity with λ = ½ gives

G[n↑] + G[n↓] ≥ 2G[½n↑ + ½n↓] = 2G[n/2].

The division into equal halves reaches the right side. Therefore

T_s[n] = 2G[n/2].

Leaving the spins free thus gives the same value as demanding equal spin densities. The two possible readings of "the unpolarized functional" agree.

A limit checks the formula where it looks odd. For one electron it puts half an electron into each spin. The bound derived above also applies to a single spin, so G[n/2] ≥ T_W[n/2] = ½T_W[n], and the orbital √n with occupation ½ reaches it. Then 2G[n/2] = T_W[n], as found before.

**Step four: insert the doubled density.** Put 2n_σ in place of n:

T_s[2n_σ] = 2G[2n_σ/2] = 2G[n_σ], so G[n_σ] = ½T_s[2n_σ].

Inserting this for both spins into T_s[n↑, n↓] = G[n↑] + G[n↓] gives the spin-scaling relation.

**Limits and inequalities.** For n↑ = n↓ = n/2 both terms on the right are ½T_s[n], and the relation reduces to an identity. For full polarization it reads T_s[n, 0] = ½T_s[2n]. Step three also shows that

T_s[n] ≤ T_s[n↑, n↓],

so polarizing non-interacting electrons at fixed total density never lowers their kinetic energy.

The simple sum can be placed as well. From step three, T_s[n_σ] = 2G[n_σ/2]. Convexity between n_σ and the zero density, with G[0] = 0, gives G[n_σ/2] ≤ ½G[n_σ]. Hence

T_s[n↑] + T_s[n↓] ≤ G[n↑] + G[n↓] = T_s[n↑, n↓].

Equality holds when each spin has one electron; the two-site case shows that the inequality can be strict.

**When one determinant is enough.** Suppose n_σ is the density of the N_σ lowest orbitals in some potential v_σ, with a gap above the last filled level. Let ε_i be the levels of t + v_σ. For any allowed γ with N_σ electrons,

Tr[(t + v_σ)γ] = Σ_i ε_i g_i, with g_i = ⟨φ_i|γ|φ_i⟩ between 0 and 1 and Σ_i g_i = N_σ.

Filling the lowest levels makes this sum smallest. Among all γ with density n_σ the potential term ∫v_σ n_σ d³r is the same number, so the filled orbitals also have the lowest kinetic energy. For such densities G is a plain sum of orbital kinetic energies. The density 2n_σ is then produced by the determinant that holds each of these orbitals twice.

**A test with more electrons.** The numerical check uses a chain of 12 sites at spacing 0.10 nm, for which h = 3.8100 eV. Three up and one down electrons move in different potentials, 0.8h cos(2πj/12) for spin up and 0.8h sin(2πj/12) for spin down, on sites j = 0, …, 11. Their orbital kinetic energies add up to T_s[n↑, n↓] = 5.28458 eV.

The right side has to be found without using these orbitals. For any potential v and any Γ with N electrons and total density n,

Tr(tΓ) = Tr[(t + v)Γ] − ∫vn d³r ≥ E(v) − ∫vn d³r,

where E(v) is the sum of the N lowest spin-orbital levels. On the chain the integral is a sum over sites. Every v gives a lower bound to T_s[n], and a v whose ground state has density n gives equality. When such a v exists, maximizing over v therefore yields T_s[n] from the density alone, with no rule for the spins. In the searches below the maximizing v reproduces the given density. The search gives

T_s[2n↑] = 9.04489 eV and T_s[2n↓] = 1.52426 eV,

½(9.04489 + 1.52426) eV = 5.28458 eV.

The test requires agreement with the orbital value to one part in a million. The same search gives T_s[n] = 3.02994 eV for the total density, 43 % below the polarized value, and T_s[n↑] + T_s[n↓] = 2.34391 eV, 56 % below it. Both inequalities are strict here, by a wide margin.

**Where the relation stops.** It concerns non-interacting electrons. In an interacting system the state is chosen by kinetic and interaction energy together, and the interaction couples up to down electrons. The separation in step one is then not available, so the proof does not extend to the full kinetic energy.

## 2. Thomas-Fermi, Weizsaecker and GGA forms

**Symbols carried over.** The spin densities are n↑ and n↓, with sum n; σ stands for either spin. T_s[n↑, n↓] is the lowest non-interacting kinetic energy at fixed spin densities, and T_s[n] is the lowest at fixed total density. The first half proved

T_s[n↑, n↓] = G[n↑] + G[n↓], with G[n_σ] = ½T_s[2n_σ],

where G belongs to electrons of a single spin. It also proved G[ρ] ≥ T_W[ρ], where T_W[ρ] = (ħ²/8m)∫|∇ρ|²/ρ d³r, with equality for one electron.

**What the relation does for an approximation.** Let T_a[n] be an approximate functional for unpolarized systems. The relation is then used as a definition:

T_a[n↑, n↓] = ½T_a[2n↑] + ½T_a[2n↓].

The exact functional obeys the same equation, so subtraction gives the error of the polarized form:

T_a[n↑, n↓] − T_s[n↑, n↓] = ½(T_a[2n↑] − T_s[2n↑]) + ½(T_a[2n↓] − T_s[2n↓]).

The error for a polarized system is the mean of the errors for two unpolarized ones. Spin scaling introduces no error of its own. The two errors enter with their signs, so they add when the signs agree and can cancel when they differ.

**Simplest case: the uniform gas.** Electrons of one spin with uniform density ρ fill all plane waves up to a wave number k. There are 1/(2π)³ states per unit volume of space and of wave-vector space, so

ρ = (4πk³/3)/(2π)³ = k³/(6π²), or k = (6π²ρ)^{1/3}.

The kinetic energy per volume is

(ħ²/2m) ∫₀^k q²·4πq² dq/(2π)³ = (ħ²/2m) k⁵/(10π²) = (3/5)(ħ²k²/2m) ρ.

The last step uses k³ = 6π²ρ. Inserting k² gives (3ħ²/10m)(6π²)^{2/3} ρ^{5/3}.

For an unpolarized gas put ρ = n/2 and count both spins. The powers of two are 2·2^{2/3}·2^{−5/3} = 1, where 2^{2/3} comes from writing 6π² as 2·3π². Used locally for a density that varies in space, the result is the Thomas-Fermi functional

T_TF[n] = C ∫ n^{5/3} d³r, with C = (3ħ²/10m)(3π²)^{2/3}.

Now apply spin scaling. Each spin contributes ½C∫(2n_σ)^{5/3} d³r, and ½·2^{5/3} = 2^{2/3}, so

T_TF[n↑, n↓] = 2^{2/3} C ∫ (n↑^{5/3} + n↓^{5/3}) d³r.

Since 2^{2/3}(3π²)^{2/3} = (6π²)^{2/3}, this is the one-spin result found directly from the plane waves. The two routes agree.

**The same form in terms of polarization.** Define ζ = (n↑ − n↓)/n, so that n↑ = n(1+ζ)/2 and n↓ = n(1−ζ)/2. The prefactor becomes 2^{2/3}·2^{−5/3} = ½, and

T_TF[n↑, n↓] = C ∫ n^{5/3} · ½[(1+ζ)^{5/3} + (1−ζ)^{5/3}] d³r.

At ζ = 0 the added factor is 1. At ζ = ±1 it is ½·2^{5/3} = 2^{2/3} ≈ 1.587. For small ζ, expanding both powers cancels the linear terms and leaves 1 + (5/9)ζ², because ½·(5/3)·(2/3) = 5/9. The cost of polarization starts quadratically.

A finite box tests this without replacing sums by integrals. In a periodic box of side 10.0 nm, 33401 up and 4169 down electrons fill closed spheres of plane waves, so

ζ = (33401 − 4169)/(33401 + 4169) = 0.7781,

and the polarization factor is 1.3455. Adding the plane-wave energies one by one gives 3.302 eV per electron. The total-density formula gives 2.454 eV, and multiplying by the factor gives 2.454 × 1.3455 eV = 3.302 eV. The formula that ignores polarization is 26 % too low.

**Next case: the Weizsaecker form.** Put the doubled density into T_W:

½T_W[2n_σ] = ½(ħ²/8m) ∫ |2∇n_σ|²/(2n_σ) d³r = (ħ²/8m) ∫ |∇n_σ|²/n_σ d³r.

The factors are ½·4/2 = 1. Hence

T_W[n↑, n↓] = T_W[n↑] + T_W[n↓].

T_W is proportional to the scale of the density, so doubling and halving cancel. For this functional the simple sum, which failed for the exact T_s, is correct.

The sum still differs from T_W of the total density. To find by how much, differentiate n_σ = n(1±ζ)/2, with the upper sign for spin up:

∇n_σ = ½[(1±ζ)∇n ± n∇ζ].

Square this and divide by n_σ:

|∇n_σ|²/n_σ = (1±ζ)|∇n|²/(2n) ± ∇n·∇ζ + n|∇ζ|²/[2(1±ζ)].

Now add the two spins. The first terms give |∇n|²/n. The middle terms cancel. The last ones combine through 1/(1+ζ) + 1/(1−ζ) = 2/(1−ζ²). The result is

T_W[n↑, n↓] = T_W[n] + (ħ²/8m) ∫ n|∇ζ|²/(1−ζ²) d³r.

The added term is never negative. It vanishes when ζ is uniform, and it measures how differently the two spin densities are shaped. Where one spin density is zero throughout, the division by 1−ζ² is not allowed, but no formula is needed: n is then the other spin density, and the two forms coincide.

Since G[n_σ] ≥ T_W[n_σ] for each spin, the spin-resolved form satisfies

T_W[n] ≤ T_W[n↑, n↓] ≤ T_s[n↑, n↓].

It is a lower bound to the kinetic energy, at least as tight as the one from the total density, and it is exact when each spin has at most one electron.

**General case: the GGA form.** A generalized gradient approximation (GGA) multiplies the Thomas-Fermi integrand by an enhancement factor F:

T_GGA[n] = C ∫ n^{5/3} F(s) d³r, with s = |∇n| / [2(3π²)^{1/3} n^{4/3}].

With the local Fermi wave number k_F = (3π²n)^{1/3} this is s = |∇n|/(2k_F n). The number s is small when the density changes little over the length 1/k_F.

When the density is doubled, the numerator of s gains a factor 2 and the denominator a factor 2^{4/3}. So

s[2n] = 2^{−1/3} s[n].

For the density 2n_σ, collect the factor in the denominator: 2^{1/3}(3π²)^{1/3} = (6π²)^{1/3}. The argument of F becomes

s_σ = |∇n_σ| / [2(6π²)^{1/3} n_σ^{4/3}] = |∇n_σ|/(2k_σ n_σ), with k_σ = (6π²n_σ)^{1/3}.

Here k_σ is the Fermi wave number of a one-spin gas with density n_σ, as found above. Doubling the density thus makes the gradient be measured against the right length for each spin. The prefactor is the same as in the Thomas-Fermi case, and

T_GGA[n↑, n↓] = 2^{2/3} C Σ_σ ∫ n_σ^{5/3} F(s_σ) d³r.

Two choices of F bring back the earlier cases. F = 1 is Thomas-Fermi. For F = 5s²/3 the unpolarized integrand is

C n^{5/3}·(5/3)·|∇n|²/[4(3π²)^{2/3} n^{8/3}] = (3/10)(5/3)(1/4)(ħ²/m)|∇n|²/n = (ħ²/8m)|∇n|²/n,

which is Weizsaecker. A third choice, F = 1 + 5s²/27, is Thomas-Fermi plus one ninth of Weizsaecker, since 5/27 = (1/9)(5/3). This is the second-order gradient expansion for slowly varying densities. The coefficient 1/9 is taken as given here; the spin scaling does not depend on its value.

The expression for ∇n_σ shows that s_σ contains ∇ζ as well as ∇n. Multiplying an unpolarized GGA by a function of ζ alone would miss that dependence.

**The potential that follows.** Where the functional derivatives exist, the chain rule gives a factor 2 from the argument 2n_σ, which cancels the ½:

δT_a[n↑, n↓]/δn_σ(r) = (δT_a[n]/δn(r)) evaluated at n = 2n_σ.

For Thomas-Fermi this is (5/3)C(2n_σ)^{2/3} = ħ²k_σ²/2m, because (5/3)(3/10) = ½. It is the energy of the highest filled plane wave of that spin, as it should be.

**A worked case: five electrons in a harmonic trap.** Take the potential ½mω²r² with ħω = 1 eV, four up electrons and one down electron. The length scale is ℓ = √(ħ/mω) = 0.27604 nm; write x = r/ℓ. The up electrons fill the lowest s orbital and the three p orbitals above it, and the down electron is in the s orbital. Both spins have a gap above the last filled level, so T_s is the sum of the orbital kinetic energies.

The levels are 3/2 ħω for s and 5/2 ħω for p. To find the kinetic part, stretch an orbital by a factor 1/λ. Its kinetic energy becomes λ² times, and its potential energy λ^{−2} times, the original value. The energy of an eigenstate is stationary at λ = 1, so the derivative 2(kinetic) − 2(potential) vanishes, and each part is half the level. That gives 0.75 eV for s and 1.25 eV for p:

T_s = (0.75 + 3 × 1.25) eV + 0.75 eV = 4.50 eV + 0.75 eV = 5.25 eV = 8.411 × 10⁻¹⁹ J.

The s orbital has density g = e^{−x²}/(π^{3/2}ℓ³), and the three p orbitals together have density 2x²g. So

n↑ = (1 + 2x²) g, n↓ = g, ζ = 2x²/(2 + 2x²) = x²/(1 + x²).

The trap is unpolarized at its centre and nearly fully polarized far out.

**The single down electron first.** For Weizsaecker, ∇g has magnitude 2xg/ℓ, so |∇g|²/g = 4x²g/ℓ². The mean of x² in g is 3/2, and ħ²/(mℓ²) = ħω. The result is (1/8)·4·(3/2) ħω = 0.75 eV, which is exact.

For Thomas-Fermi, the Gaussian integral ∫g^{5/3} d³r = (3/5)^{3/2}/(πℓ²) gives

T_TF[g] = (3/10)(3π²)^{2/3} (3/5)^{3/2} ħω/π = 0.4248 eV.

This treats the electron as if it were half up and half down. Spin scaling multiplies it by 2^{2/3} and gives 0.6743 eV. The error relative to 0.75 eV shrinks from −43 % to −10 %. The remaining 10 % is the error of Thomas-Fermi for two electrons in this orbital, in line with the error formula above.

**All five electrons.** The spin-scaled values, as up part plus down part, are

Thomas-Fermi: 4.293 + 0.674 = 4.967 eV,

Weizsaecker: 2.156 + 0.750 = 2.906 eV,

second-order gradient expansion: 4.532 + 0.758 = 5.290 eV.

Relative to the exact 5.25 eV the errors are −5.4 %, −44.7 % and +0.8 %. Weizsaecker is exact for the down electron and far too low for the four up electrons. That agrees with its role as a bound: it is the energy the up density would have if one orbital shape could hold all four.

The same functionals evaluated with the total density alone give 4.242, 2.766 and 4.549 eV, with errors of −19.2 %, −47.3 % and −13.3 % relative to the same 5.25 eV. Given only n, they estimate T_s[n], the energy of electrons free to choose their spins. In this trap that value is also 5.25 eV. The five lowest spin-orbital levels are two s and three p levels, so E(v) = (2 × 1.5 + 3 × 2.5) eV = 10.5 eV. The potential energy ∫vn d³r is the other half of the level sum, 5.25 eV. The lower bound of section 1 then gives T_s[n] ≥ 10.5 eV − 5.25 eV = 5.25 eV, while T_s[n] ≤ T_s[n↑, n↓] = 5.25 eV. The exact functional therefore shows no cost of polarization here, and these discrepancies are entirely errors of the approximations at the density n. The spin-scaled values lie closer because, by the error formula, they carry the mean of the errors at 2n↑ and 2n↓, which in this example is smaller than the error at n.

For Weizsaecker the difference is 2.906 eV − 2.766 eV = 0.140 eV. The integral over |∇ζ|² gives 0.1399 eV independently.

The scaling of s can be seen at one point. At r = ℓ the up density has s = 0.1848, and the doubled up density has s = 0.1467. The ratio is 0.7937 = 2^{−1/3}.

To test the GGA rule on a factor that is not a simple power, the numerical check also uses the trial shape F = 1 + 0.2s²/(1 + 0.1s²). Its spin-scaled energy is 5.239 eV, against 4.497 eV from the total density. The shape was chosen for the test and has no derivation behind it, so its closeness to 5.25 eV says nothing about other systems.

**What an approximate form may fail to keep.** The exact functional satisfies T_s[n↑, n↓] ≥ T_s[n]. An approximation inherits this if

½T_a[2n↑] + ½T_a[2n↓] ≥ T_a[n].

Thomas-Fermi does, because the power 5/3 is convex. Weizsaecker does, by the positive ∇ζ term. The second-order gradient expansion does, as a sum of the two with positive weights. For a general F(s) the inequality is not guaranteed by spin scaling and has to be examined separately.

The one-electron limit is a similar matter. A fully polarized electron needs the Weizsaecker energy. Spin scaling passes the correct density and gradient to F, but whether the integral then equals T_W depends on F itself.

Table of computed values

```
CHAIN: 3 up, 1 down electrons, 12 sites
site spacing = 0.10 nm
hopping energy hbar^2/(2 m a^2) = 3.8100 eV
T_s[n_up,n_down] from orbitals = 5.28458 eV
T_s[2 n_up] from density = 9.04489 eV
T_s[2 n_down] from density = 1.52426 eV
half their sum = 5.28458 eV
T_s[n], total density only = 3.02994 eV
wrong sum T_s[n_up]+T_s[n_down] = 2.34391 eV
UNIFORM GAS in a periodic box
box side = 10.0 nm; N_up = 33401; N_down = 4169
zeta = 0.7781; TF zeta factor = 1.3455
plane-wave sum per electron = 3.3022 eV
spin-scaled TF per electron = 3.3022 eV
total-density TF per electron = 2.4542 eV
HARMONIC TRAP: 4 up, 1 down electrons
level spacing = 1.00 eV; oscillator length = 0.27604 nm
kinetic energy of one s orbital = 0.75000 eV
kinetic energy of one p orbital = 1.25000 eV
exact T_s: up 4.50000, down 0.75000 eV
exact T_s: sum = 5.25000 eV = 8.41143e-19 J
TF: up 4.29290, down 0.67427 eV
TF: spin-scaled sum = 4.96716 eV
TF: from total density only = 4.24211 eV
TF: errors, scaled -5.39 %, total-density -19.20 %
W: up 2.15568, down 0.75000 eV
W: spin-scaled sum = 2.90568 eV
W: from total density only = 2.76574 eV
W: errors, scaled -44.65 %, total-density -47.32 %
GE2: up 4.53242, down 0.75760 eV
GE2: spin-scaled sum = 5.29002 eV
GE2: from total density only = 4.54942 eV
GE2: errors, scaled 0.76 %, total-density -13.34 %
trial GGA: up 4.49793, down 0.74100 eV
trial GGA: spin-scaled sum = 5.23893 eV
trial GGA: from total density only = 4.49708 eV
trial GGA: errors, scaled -0.21 %, total-density -14.34 %
W excess from the zeta-gradient formula = 0.13994 eV
down electron, TF without spin scaling = 0.42476 eV
at r = 0.27604 nm: s[n_up] = 0.18480, s[2 n_up] = 0.14668
ratio s[2 n_up]/s[n_up] = 0.79370
```
